# Why the Average Edge Resistance of a Resistor Network Is Fixed

## Definitions and the result

A network has \(n\ge 2\) nodes and \(m\) edges. Each edge is an ohmic resistor \(R>0\) joining two different nodes. Several edges may join the same pair of nodes, and the network is connected: every node can be reached from every other.

The effective resistance \(r_e\) across edge \(e\) is what an ohmmeter reads between the two ends of that edge while the whole network, edge \(e\) included, stays in place. The average is taken over edges, not over all pairs of nodes. The result is

\[
\sum_{e} r_e = R\,(n-1),\qquad \bar r=\frac1m\sum_e r_e=\frac{R\,(n-1)}{m}. \tag{1}
\]

The wiring can change individual values \(r_e\) but not their sum. The relation is linear in \(R\), so it has the same form in ohms and in atomic units, where resistance is measured in \(\hbar/e^2\) (there \(e\) is the elementary charge).

To fix signs, give each edge \(f\) a direction from a tail to a head. Positive current flows from tail to head. Let \(A\) be the \(m\times n\) matrix with \(A_{fa}=+1\) if node \(a\) is the tail of \(f\), \(-1\) if it is the head, and 0 otherwise. For node potentials \(v\), the voltage drops are \(Av\), and Ohm's law gives the edge currents

\[
i=\frac{1}{R}\,Av. \tag{2}
\]

The net current leaving node \(a\) through the edges is \((A^{T}i)_a\). If \(s_a\) is the current fed into node \(a\) from outside, Kirchhoff's current law reads

\[
A^{T}i=s,\qquad \sum_a s_a=0. \tag{3}
\]

## Resistance as a share of current

Feed unit current into the tail of edge \(e\) and take it out at the head. Call the resulting current in edge \(f\) \(M_{fe}\). The voltage across \(e\) is \(r_e\) times the unit current. By Ohm's law in the edge itself it is also \(R\,M_{ee}\). Hence

\[
M_{ee}=\frac{r_e}{R}. \tag{4}
\]

This is the direct fraction: the share of the current that takes the edge itself instead of a detour. Equation (1) therefore says that the direct fractions add up to \(n-1\), that is, \(\operatorname{tr}M=n-1\).

If the rest of the network has resistance \(S\) between the ends of \(e\), then \(R\) and \(S\) are in parallel:

\[
r_e=\frac{RS}{R+S},\qquad M_{ee}=\frac{S}{R+S}. \tag{5}
\]

A good detour means a small \(S\) and a small direct fraction. If there is no detour, the edge is a bridge, whose removal would split the network. All the current then takes the edge, and \(M_{ee}=1\). In every case \(0<M_{ee}\le1\).

## Why the shares add up to \(n-1\)

**The currents are unique.** Multiply (3) by \(v_a\) and sum over nodes. With (2),

\[
\sum_a v_as_a=v^{T}A^{T}i=(Av)^{T}i=\frac1R\sum_f (Av)_f^2. \tag{6}
\]

If \(s=0\), the right side vanishes, so every voltage drop is zero. Since the network is connected, all potentials are then equal and no current flows. Two solutions with the same \(s\) differ by a solution with \(s=0\), so they have the same edge currents.

A solution also exists. Set one potential to zero and drop the current equation at that node, which follows from the others because both sides of (3) sum to zero. This leaves \(n-1\) linear equations for \(n-1\) potentials. Their homogeneous version has no nonzero solution, so they can be solved for any source.

**Sources may be superposed.** Place a source of strength \(y_e\) across every edge \(e\) at once. Each feeds \(y_e\) into the tail and removes it at the head, so the total injection is \(s=A^{T}y\). By linearity the edge currents are \(My\). Two kinds of \(y\) have a simple response.

*Potential patterns.* Let \(y=Av/R\) for some potentials \(v\). Then \(y\) is itself a set of currents that obeys Ohm's law, and its injection is \(A^{T}y\), as required. By uniqueness it is the response:

\[
My=y. \tag{7}
\]

*Circulations.* Let \(A^{T}y=0\). The sources cancel at every node, nothing is injected, and

\[
My=0. \tag{8}
\]

**Counting.** \(Av=0\) means that all potentials are equal, so \(A\) has a one-dimensional null space and rank \(n-1\). The potential patterns thus form a space of dimension \(n-1\). The matrix \(A^{T}\) has the same rank and acts on \(m\) components, so the circulations form a space of dimension \(m-(n-1)\).

The two spaces share no nonzero vector: a \(y\) in both would be an Ohm's-law current with no injection, which is zero by (6). Their dimensions add to \(m\), so a basis of one joined to a basis of the other is a basis for all edge patterns. Let \(T\) hold these basis vectors as columns. By (7) and (8), \(T^{-1}MT\) is diagonal, with \(n-1\) ones and \(m-n+1\) zeros. Since \(\operatorname{tr}(T^{-1}MT)=\operatorname{tr}(MTT^{-1})=\operatorname{tr}M\),

\[
\sum_e\frac{r_e}{R}=\sum_e M_{ee}=\operatorname{tr}M=n-1. \tag{9}
\]

Multiplying by \(R\) and dividing by \(m\) gives (1).

The physical reason is in the count. A network with \(n\) nodes has \(n-1\) independent voltage differences, however it is wired. The direct fractions distribute this total among the edges. If a new edge is added between existing nodes, the total stays the same. The new edge takes a positive share, and the shares of the old edges fall by that amount in sum.

## Simple cases and limits

A triangle with one dangling edge has \(n=4\) and \(m=4\). Each triangle edge has a detour \(S=2R\), so its direct fraction is \(2/3\). The dangling edge is a bridge with fraction 1. The sum is \(3\times 2/3+1=3=n-1\).

**Trees.** With no closed loops, \(m=n-1\) and every edge is a bridge. Then \(\bar r=R\), the largest possible average, since a connected network has at least \(n-1\) edges.

**Complete network.** With one edge between every pair of nodes, \(m=n(n-1)/2\) and (1) gives \(\bar r=2R/n\). A direct calculation agrees. Apply a voltage \(V\) between two nodes. By symmetry the other \(n-2\) nodes sit halfway, so the current is \(V/R+(n-2)V/(2R)=nV/(2R)\), and the resistance is \(2R/n\).

**Symmetric networks.** If symmetry makes all edges equivalent, each one equals the average. A cube has 8 nodes and 12 edges, so \(r_e=7R/12\approx0.583R\).

**Large meshes.** A rectangular mesh with \(p\) rows and \(q\) columns of nodes has \(p(q-1)+q(p-1)\) edges, so

\[
\frac{\bar r}{R}=\frac{pq-1}{2pq-p-q}. \tag{10}
\]

This tends to \(1/2\) when both \(p\) and \(q\) grow. A long strip with fixed \(p\) tends instead to \(p/(2p-1)\), because its boundary remains a finite part of the whole.

The average says little about resistance between distant points. A chain and a star with the same \(n\) both have \(\bar r=R\). The ends of the chain are \((n-1)R\) apart, while no two nodes of the star are more than \(2R\) apart.

## A power-grid patch

Consider a patch of on-chip power grid with 4 rows and 5 columns of nodes. Each segment is 20 µm long, 2 µm wide and 1 µm thick, with resistivity 20 nΩ m. The length is ten widths, and resistivity divided by thickness is 20 mΩ, so

\[
R=10\times20\ \text{m}\Omega=200\ \text{m}\Omega .
\]

The full mesh has 31 segments. Three are left out, as if other wiring blocked them, which leaves \(m=28\). For any connected choice,

\[
\bar r=\frac{200\ \text{m}\Omega\times19}{28}=135.7\ \text{m}\Omega ,
\]

or \(3.30\times10^{-5}\,\hbar/e^2\). Solving Kirchhoff's equations for two layouts, with \(n\), \(m\) and \(R\) held fixed, gives:

| | Layout A | Layout B |
|---|---|---|
| Bridges | 1 | 0 |
| Smallest \(r_e\) (mΩ) | 113.1 | 113.9 |
| Largest \(r_e\) (mΩ) | 200.0 | 163.7 |
| Average (mΩ) | 135.7 | 135.7 |

Nodes are numbered from 0 along each row. In layout A, segment 11–12 has a detour of 324.9 mΩ, so (5) gives a direct fraction of \(324.9/524.9=0.619\) and \(r_e=123.8\) mΩ. In layout B the detour is 334.3 mΩ and \(r_e\) rises to 125.1 mΩ. Changes elsewhere compensate.

The bridge in layout A hangs a corner node on a single segment. It takes one full unit of the total 19. The other 27 segments share 18 units, so their average is \(200\times18/27=133.3\) mΩ.

The numerical output lists all direct fractions of layout A, and several are equal. The value 0.7994 occurs three times, for segments 9–14, 14–19 and 18–19. They form a chain without branches. For each of them the detour consists of the other two plus the same remaining network, so \(S\) is the same. With segment 13–14 in place, only the two corner segments 14–19 and 18–19 would form such a chain, each with a fraction of 0.703. Omitting it adds segment 9–14 to the chain, and the longer detour raises the fraction.

The same Kirchhoff solution was tested on 200 random connected networks of 2 to 14 nodes, parallel edges included. The average agreed with (1) to a relative error of at most \(9\times10^{-16}\), which is rounding error.

## Unequal resistors

If edge \(f\) has its own resistance \(R_f\), Ohm's law becomes \(i_f=(Av)_f/R_f\), and the power in (6) becomes \(\sum_f(Av)_f^2/R_f\). It still vanishes only when all drops vanish, so uniqueness holds. Patterns \(y_f=(Av)_f/R_f\) again reproduce themselves, and circulations again give no response. The dimensions are unchanged, because dividing each component by a positive \(R_f\) does not alter the rank. The voltage across \(e\) is now \(r_e=R_eM_{ee}\), so

\[
\sum_e\frac{r_e}{R_e}=n-1. \tag{11}
\]

The sum of ratios survives, but the plain average is no longer fixed by \(n\), \(m\) and the mean resistance. Take a triangle with resistors of 1, 1 and 4 Ω. Each 1 Ω edge is in parallel with 5 Ω, giving \(5/6\) Ω. The 4 Ω edge is in parallel with 2 Ω, giving \(4/3\) Ω. The true average is 1 Ω, whereas the mean resistance, 2 Ω, times \((n-1)/m=2/3\) would give 1.33 Ω. The ratios do add up: \(5/6+5/6+1/3=2\).

**Small variations.** Start from equal resistors and change them by small amounts \(\delta R_f\). With unit current through the source at \(e\), the dissipated power is \(r_e=\sum_fR_fM_{fe}^2\). Its first-order change is

\[
\delta r_e=\sum_f M_{fe}^2\,\delta R_f+2\sum_f R\,M_{fe}\,\delta M_{fe}.
\]

The second sum vanishes. The factors \(RM_{fe}\) are voltage drops \((Av)_f\), and the \(\delta M_{fe}\) form a circulation because the injected current is held fixed. So the sum is \(v^{T}A^{T}\delta M=0\).

Now sum over \(e\). For equal resistors the two spaces are orthogonal, since \((Av)^{T}y=v^{T}A^{T}y=0\) for a circulation \(y\). Thus \(M\) is an orthogonal projection: it keeps one part of a vector and deletes the perpendicular part. Such a matrix is symmetric and satisfies \(M^2=M\), so \(\sum_eM_{fe}^2=(M^2)_{ff}=M_{ff}\). Hence

\[
\delta\bar r=\frac1m\sum_f M_{ff}\,\delta R_f. \tag{12}
\]

To first order, each segment affects the average in proportion to its own direct fraction. A change in a bridge has the greatest weight.

For independent random changes within ±10 %, uniformly distributed, the rms change of one segment is \(10\,\%/\sqrt3=5.8\,\%\). The squares of the listed direct fractions of layout A sum to 13.1. Dividing (12) by \(\bar r=19R/m\) predicts an rms shift of \(5.8\,\%\times\sqrt{13.1}/19=1.1\,\%\). Full solutions for 500 random draws give 1.06 %. This is close to the prediction, since the sampling scatter (one standard deviation) of such an rms value is about 3 % of the value itself.

## How a real grid differs

The dimensions and resistivity above are rough typical values for thick upper on-chip metal. A real grid is far larger, and where its strap widths or pitches make the segment resistances unequal, (11) applies rather than (1). The following estimates refer to layout A, with rough parameters and shifts relative to its 135.7 mΩ average.

**Temperature.** With a coefficient of 0.004 per K, a uniform rise of 80 K multiplies every \(R\) by 1.32. The average becomes 179.1 mΩ. This is the largest shift considered here, but it leaves (1) valid with the hot value of \(R\). A gradient from 0 to 30 K across the columns makes the segments unequal and raises the average by 5.99 %. The mean resistance rises by 6 %, and using it in (1) misses the true average by only 0.008 %. The reason lies in (12): in this layout the mean column position, with columns numbered from 0 to 4, is 2.000 whether or not segments are weighted by their direct fractions. The first-order error therefore almost cancels, and the remaining 0.008 % is mainly of second order.

**Vias.** If row and column straps lie in different metal layers, replace each node by two, joined by a via of 20 mΩ. There are now \(2n=40\) nodes, and (11) reads

\[
\sum_{\text{straps}}\frac{r_e}{R}+\sum_{\text{vias}}M_{ee}=2n-1=39 .
\]

Each of the 20 via fractions is at most 1, so the straps receive at least \(39-20=19\) units: vias cannot lower the strap average. The full solution gives 140.4 mΩ, a rise of 3.5 %. The strap total is \(28\times140.4/200=19.66\), which leaves 19.34 for the vias, or 0.967 each on average. The vias at nodes 0 and 14 have no detour, because no row strap is left there, so their fraction is 1. At the other vias most of the injected current also goes straight through, since the detours use more resistive straps. These figures depend strongly on the assumed via resistance: vias of 100 mΩ raise the strap average to 153.1 mΩ, by 12.8 %, and vias of 200 mΩ to 162.4 mΩ, by 19.7 %.

**Frequency.** Identical uncoupled impedances \(Z\) simply replace \(R\) in (1). With an assumed 10 pH per segment, the reactance at 100 MHz is 3 % of \(R\). The skin depth is 7.1 µm, larger than the width and thickness, so the current fills the metal rather evenly. Mutual inductance couples the edges and breaks the edge-by-edge Ohm's law on which the proof rests.

**Size and self-heating.** An electron mean free path of 40 nm is 4 % of the thickness, so surface scattering should change the resistivity by a few per cent at most. If it is uniform, it belongs in \(R\). A test current of 1 mA gives a current density of at most 0.05 MA/cm² and dissipates 0.2 µW in the bridge. Conducted straight down through 5 µm of oxide with a thermal conductivity of 1.4 W/(m K), with no sideways spreading, this heats the segment by about 0.02 K.

## Use in practice

**Design for the spread.** At fixed \(n\), \(m\) and \(R\), rerouting cannot lower the average edge resistance. If \(m\ge n\) and the layout allows it, rerouting can remove bridges and shorten long detours; with \(m=n-1\) every edge stays a bridge. A direct fraction of 1 marks a segment whose failure disconnects part of the grid, and a value close to 1 marks a poor detour. Adding segments between existing nodes does lower the average, in proportion to \(1/m\).

**Judge supply quality separately.** Voltage drop depends on the resistance between supply points and loads and on the load currents. As the chain and star show, the edge average does not determine it.

**Check a network solver.** Compute \(r_e/R_e\) for every edge and add the values. A connected network must give \(n-1\). If it has \(c\) separate pieces, applying (11) to each piece and adding gives \(n-c\); two pieces with 7 nodes in total give 5. A sum lower than expected can thus reveal a break that splits the network. The check has blind spots, because (11) holds for whatever connected network the solver is given. If a segment is missing from both the solution and the sum but the network stays connected, the sum is still \(n-1\). The same holds if a segment is attached to the wrong node without splitting the network, or if wrong resistances are used consistently in both the solution and the ratios. The list of segments and the resistance values need checks of their own.

## Values computed for the example and the checks

```
random networks tested: 200
largest relative error of the average: 8.9e-16
triangle plus dangling edge, r_e/R: 0.6667 0.6667 0.6667 1.0000 sum 3.0000
cube, every edge r_e/R: 0.5833
triangle 1,1,4 ohm: true average 1.0000 ohm, mean R*(n-1)/m 1.3333 ohm
two separate pieces, 7 nodes: sum r_e/R = 5.0000
segment length 20 um, width 2 um, thickness 1 um
resistivity 20 nohm m, segment R = 200.0 mohm
full grid: 20 nodes, 31 segments
nodes are numbered from 0 along each row, 5 per row
layout A: omitted [(0, 1), (7, 12), (13, 14)]
  m = 28, bridges = 1, sum r_e/R = 19.0000
  r_e min 113.12, max 200.00, average 135.71 mohm
  segment 11-12: direct fraction 0.6190, r_e 123.80 mohm, rest S 324.93 mohm
layout B: omitted [(6, 7), (12, 13), (8, 13)]
  m = 28, bridges = 0, sum r_e/R = 19.0000
  r_e min 113.90, max 163.67, average 135.71 mohm
  segment 11-12: direct fraction 0.6257, r_e 125.14 mohm, rest S 334.32 mohm
layout A direct fractions r_e/R (-- = omitted):
  along row 0:   --   0.7018 0.6772 0.7125
  along row 1: 0.7101 0.6221 0.6138 0.6313
  along row 2: 0.5848 0.6190 0.6314   --  
  along row 3: 0.7052 0.6717 0.6749 0.7994
  row 0 to 1: 1.0000 0.7018 0.5885 0.5703 0.7125
  row 1 to 2: 0.7101 0.6044   --   0.6780 0.7994
  row 2 to 3: 0.7052 0.5656 0.5814 0.6280 0.7994
average in atomic units (hbar/e^2): 3.303e-05
temperature coefficient 0.004 per K
uniform rise 80 K: average 179.14 mohm, shift 32.0 %
gradient 0 to 30 K across columns: average shift 5.99 %
  deviation from mean R*(n-1)/m: -0.008 %
random R within +-10 %: rms average shift 1.06 %
vias of 20 mohm: strap average 140.41 mohm, shift 3.46 %
segment inductance 10 pH; at 100 MHz reactance/R = 0.0314
skin depth at 100 MHz: 7.12 um
mean free path 40 nm, ratio to thickness 0.040
test current 1 mA: at most 0.050 MA/cm2 in a segment
  power in the bridge 0.20 uW; through 5 um oxide, 1.4 W/(m K)
  self-heating without sideways heat flow: 0.0179 K
```
